# Starting a k point from its neighbour's bands in one dimension, part 1

(Sections cited here and not found follow in the second part.)

**Question: how good are the bands at k0 as a basis for the next k point?**

I am writing a small plane-wave code for a one-dimensional crystal with a local potential, $H = p^2/2m + V(x)$ and $V(x+a) = V(x)$. I walk along the zone in steps $q$ and solve each $k$ point with a preconditioned iterative eigensolver. At $k_0$ I have $M$ converged bands. To start the point $k_0+q$ I want to take the periodic parts $u_1,\dots,u_M$ from $k_0$, build the $M\times M$ matrix of the Hamiltonian at $k_0+q$ between them, diagonalize it, and use its eigenvectors as the starting guess.

I cannot work out what to expect from this.

1. Are the small-matrix eigenvalues always above the true ones? How does their error depend on $q$, and what is the coefficient?
2. How fast does the error fall as I raise $M$? My eigenvalues look converged long before my residuals do, and I do not know whether this is a bug.
3. How many solver iterations should a smaller step, or a larger $M$, save?

My test potential is $V(x) = -U\sum_s e^{-\kappa|x-sa|}$ with $a = 4$ Å, $U = 10$ eV and $\kappa = 1$ Å$^{-1}$, which are round numbers and not a material. I would like a derivation that I can check against numbers.

**Answer**

I keep $\hbar$ and $m$, give energies in eV and lengths in Å, and write

$$b = \frac{\hbar^2}{2m} = 3.809982\ \text{eV Å}^2 .$$

### The Hamiltonian seen by the periodic parts

A Bloch state is $\psi = e^{ikx}u(x)$ with $u$ periodic. Since $p\,e^{ikx}u = e^{ikx}(p+\hbar k)u$ and a local $V$ commutes with $e^{ikx}$, the function $u$ is an eigenfunction of

$$H(k) = e^{-ikx}He^{ikx} = \frac{(p+\hbar k)^2}{2m} + V .$$

Expand $u(x) = \sum_G c_G e^{iGx}$ with $G$ a multiple of $2\pi/a$, and use the inner product $\langle u|w\rangle = \frac1a\int_0^a u^*w\,dx = \sum_G c_G^* d_G$, where $d_G$ are the coefficients of $w$. The matrix is $H(k)_{GG'} = b(k+G)^2\delta_{GG'} + V_{G-G'}$. I assume that the same set of $N$ vectors $G$ is used at every $k$, so that all $H(k)$ act on one space. "Exact" below means exact in this $N$-dimensional space, and every error is measured against the eigenpair of the full $N\times N$ matrix at $k_0+q$.

Set $P = p+\hbar k_0$ and expand the square, $(P+\hbar q)^2/2m = P^2/2m + \hbar qP/m + \hbar^2q^2/2m$. With $W = (\hbar/m)P$, which is diagonal with entries $2b(k_0+G)$,

$$H(k_0+q) = H(k_0) + qW + bq^2 .$$

This is an identity for any $q$. Let $E_l$, $u_l$ be the eigenpairs at $k_0$ in ascending order and $W_{lj} = \langle u_l|W|u_j\rangle$. The matrix that you diagonalize is

$$h_{nj} = (E_n + bq^2)\,\delta_{nj} + q\,W_{nj},\qquad n,j\le M,$$

which is the $k\cdot p$ matrix cut at $M$ bands. Its eigenvalues are the Ritz values $\theta_n$, and its eigenvectors give the normalized Ritz vectors $y_n = \sum_{j\le M} u_j c_{jn}$. Call $Q$ the projector on the discarded bands $l>M$, and write $k = k_0+q$ for the target.

### Upper bound and monotonicity, for any step

Let $R(x) = \langle x|H(k)|x\rangle/\langle x|x\rangle$. The span of $y_1,\dots,y_n$ has dimension $n$. The span of the exact vectors $u_n(k),\dots,u_N(k)$ has dimension $N-n+1$. The dimensions add to $N+1 > N$, so the two spaces share a nonzero vector $x$. Because the $y_i$ are orthonormal and $\langle y_i|H(k)|y_j\rangle = \theta_i\delta_{ij}$, the value $R(x)$ is a weighted mean of $\theta_1,\dots,\theta_n$, so $R(x)\le\theta_n$. It is also a weighted mean of $E_n(k),\dots,E_N(k)$, so $R(x)\ge E_n(k)$. Hence

$$\theta_n \ge E_n(k_0+q),\qquad n\le M .$$

Apply the same argument with the span of $u_1,\dots,u_{M+1}$ in the role of the full space. The $M$-band space is a subspace of it, so $\theta_n^{(M)}\ge\theta_n^{(M+1)}$: adding a band never raises a Ritz value. Neither statement uses small $q$ or the form of $H(k)$.

### The error as a series in the step

Now assume that band $n\le M$ is nondegenerate at $k_0$, that $E_{M+1}>E_M$, and that $|qW_{ln}|\ll|E_l-E_n|$ for all $l\ne n$. The term $bq^2$ shifts the exact and the Ritz values equally, so it drops out of their difference. What remains is the perturbation problem $H(k_0)+qW$, once in the full space and once in the kept space. Let $S$ denote either set of bands.

Write $\varepsilon = E_n + q\varepsilon_1 + q^2\varepsilon_2 + q^3\varepsilon_3+\dots$ and $\phi = u_n + q\phi_1 + q^2\phi_2+\dots$ with $\langle u_n|\phi_i\rangle = 0$, and let $H_0 = H(k_0)$ and $\Delta_l = E_n - E_l$. Collecting powers of $q$ in $(H_0+qW)\phi = \varepsilon\phi$ gives

$$(E_n - H_0)\phi_1 = (W-\varepsilon_1)u_n,$$

$$(E_n - H_0)\phi_2 = (W-\varepsilon_1)\phi_1 - \varepsilon_2u_n,$$

$$(E_n - H_0)\phi_3 = (W-\varepsilon_1)\phi_2 - \varepsilon_2\phi_1 - \varepsilon_3u_n .$$

Projecting on $u_n$ makes each left side vanish, and the orthogonality of $\phi_i$ to $u_n$ leaves $\varepsilon_1 = W_{nn}$, $\varepsilon_2 = \langle u_n|W|\phi_1\rangle$ and $\varepsilon_3 = \langle u_n|W|\phi_2\rangle$. Projecting the first two lines on $u_l$ with $l\ne n$ gives

$$\langle u_l|\phi_1\rangle = \frac{W_{ln}}{\Delta_l},\qquad \langle u_l|\phi_2\rangle = \frac{1}{\Delta_l}\Big[\sum_{j\in S\setminus n}\frac{W_{lj}W_{jn}}{\Delta_j} - W_{nn}\frac{W_{ln}}{\Delta_l}\Big].$$

Inserting these,

$$\varepsilon_2(S) = \sum_{l\in S\setminus n}\frac{|W_{ln}|^2}{\Delta_l},$$

$$\varepsilon_3(S) = \sum_{l,j\in S\setminus n}\frac{W_{nl}W_{lj}W_{jn}}{\Delta_l\Delta_j} - W_{nn}\sum_{l\in S\setminus n}\frac{|W_{ln}|^2}{\Delta_l^2}.$$

Orders $q^0$ and $q^1$ involve only $E_n$ and $W_{nn}$, which both problems share, so they cancel. At second order the kept sum minus the full sum is minus the discarded terms, and $-1/\Delta_l = 1/(E_l-E_n)$. Therefore

$$\theta_n - E_n(k_0+q) = Cq^2 + Dq^3 + O(q^4),$$

$$C = \sum_{l>M}\frac{|W_{ln}|^2}{E_l-E_n},\qquad D = \varepsilon_3(\text{kept}) - \varepsilon_3(\text{all}).$$

Every term of $C$ is nonnegative because $E_l>E_n$ for $l>M\ge n$, which agrees with the upper bound, and raising $M$ removes terms, which agrees with monotonicity. Raising $M$ never increases the coefficient, and lowers it whenever the added band couples to band $n$, but leaves the order at $q^2$ as long as any discarded band couples to band $n$. For $M = n = 1$ there is nothing to rotate, $\theta_1 = E_1 + qW_{11} + bq^2$, and the guess is the old vector itself.

The coefficient $C$ is an error in curvature. Define the effective mass by $d^2E_n/dk^2 = \hbar^2/m^* = 2b\,(m/m^*)$. The $q^2$ coefficient of the exact band is $b+\varepsilon_2(\text{all})$, and it equals half the second derivative, so

$$\frac{m}{m^*} = 1 + \frac1b\sum_{l\ne n}\frac{|W_{ln}|^2}{E_n-E_l},$$

which is the f-sum rule. The Ritz band has the same expression with the sum cut at $M$; call it $m/m^*_M$. Subtracting,

$$C = b\Big(\frac{m}{m^*_M} - \frac{m}{m^*}\Big).$$

The projected band passes through the right energy with the right slope at $k_0$, and it lacks the downward repulsion from the discarded bands.

The cubic term vanishes at $k_0=0$. For real $V$, complex conjugation in real space turns $p$ into $-p$, so $H(-q) = H(q)^*$. If $u_j$ is a nondegenerate eigenfunction of the real operator $H(0)$, then $u_j^*$ has the same energy and is proportional to $u_j$, so each $u_j$ can be chosen real. The projected matrices at $q$ and $-q$ are then complex conjugates of each other and have the same real eigenvalues. The same holds for the full matrix when the set of $G$ is symmetric. Both $\theta_n$ and $E_n$ are even in $q$, and $D=0$.

### Residual and angle are first order

The residual is $r = (H(k)-\theta_n)y_n$. Its part in the kept space is zero, since that is the equation the small matrix solves, so $r = Qr$. The operators $H_0$, $bq^2$ and $\theta_n$ map the kept space into itself and are removed by $Q$. Hence, for any $q$,

$$r = q\,QWy_n .$$

With $y_n = u_n + O(q)$ this gives $\|r\|^2 = q^2\sum_{l>M}|W_{ln}|^2 + O(q^3)$.

To see where the vector is wrong, take the inner product of $r$ with an exact eigenvector at the target:

$$\big(E_j(k)-\theta_n\big)\,\langle u_j(k)|y_n\rangle = \langle u_j(k)|r\rangle .$$

For a discarded band $j>M$, taken nondegenerate, $u_j(k) = u_j + O(q)$, the right side is $qW_{jn}$ to leading order, and the overlap is $qW_{jn}/(E_j-E_n)$. For a kept band $j\le M$, $j\ne n$, only $Qu_j(k)$ meets $r$. By the formula for $\phi_1$ applied to band $j$, $Qu_j(k) = q\sum_{l>M}u_lW_{lj}/(E_j-E_l) + O(q^2)$. Using $W_{lj}^* = W_{jl}$,

$$\langle u_j(k)|y_n\rangle = -q^2\sum_{l>M}\frac{W_{jl}W_{ln}}{(E_l-E_j)(E_j-E_n)} + O(q^3).$$

The small diagonalization thus removes the first-order error from all kept bands, and the first-order error that remains lies in the discarded ones. The angle $\varphi$ between $y_n$ and $u_n(k)$ obeys $\sin^2\varphi = \sum_{j\ne n}|\langle u_j(k)|y_n\rangle|^2$, so

$$\sin^2\varphi = q^2\sum_{l>M}\frac{|W_{ln}|^2}{(E_l-E_n)^2} + O(q^3).$$

Expanding the normalized $y_n$ in the exact eigenvectors gives $\theta_n = \sum_jE_j(k)|\langle u_j(k)|y_n\rangle|^2$ with weights that add to one, so exactly

$$\theta_n - E_n(k) = \sum_j\big(E_j(k)-E_n(k)\big)\,|\langle u_j(k)|y_n\rangle|^2 .$$

Inserting the first-order overlaps reproduces $Cq^2$, which confirms the coefficient by a second route. The formula is also the way to measure small errors. For $n=1$ all its terms are nonnegative, so it avoids subtracting two nearly equal eigenvalues, and the errors quoted below were computed with it.

Compare the three sums. They share the numerator $|W_{ln}|^2$ and carry zero, one and two powers of $1/(E_l-E_n)$ for $\|r\|^2$, the eigenvalue error and $\sin^2\varphi$. The eigenvalue error is quadratic in $q$ while $\|r\|$ is linear, and it has an extra large denominator. What you see in your code is therefore expected.

### Dependence on the number of bands

To find how $W_{ln}$ falls with $l$, use a commutator. Since $H_0 = P^2/2m+V$, only $V$ fails to commute with $P$, and $[V,p]u = -i\hbar Vu' + i\hbar(Vu)' = i\hbar V'u$. On the other side, $\langle u_l|[H_0,P]|u_n\rangle = (E_l-E_n)P_{ln}$. Multiplying by $\hbar/m$ and using $\hbar^2/m = 2b$,

$$W_{ln} = \frac{2ib\,V'_{ln}}{E_l-E_n},\qquad V'_{ln} = \langle u_l|V'|u_n\rangle .$$

This survives the plane-wave cutoff: $[V,P]_{GG'} = \hbar(G'-G)V_{G-G'}$, the matrix of $V'$ is $i(G-G')V_{G-G'}$, and $i\hbar$ times the second equals the first. Then

$$C = 4b^2\sum_{l>M}\frac{|V'_{ln}|^2}{(E_l-E_n)^3}\ \le\ \frac{4b^2\,\|V'u_n\|^2}{(E_{M+1}-E_n)^3},$$

where each denominator was replaced by the smallest and Bessel's inequality bounds $\sum_l|V'_{ln}|^2$ by $\|V'u_n\|^2$. High bands are nearly free, $E_{M+1}\approx b(\pi M/a)^2$ for large $M$, so the bound falls as $M^{-6}$ whenever $V'u_n$ is square integrable. It is a bound only. It assigns the whole force to band $M+1$, and the true decay depends on how fast $V'_{ln}$ itself falls.

For your potential, sum the two geometric series for $0<x<a$:

$$V = -U\,\frac{e^{-\kappa x}+e^{-\kappa(a-x)}}{1-e^{-\kappa a}} = -U\,\frac{\cosh\kappa(a/2-x)}{\sinh(\kappa a/2)},\qquad V' = U\kappa\,\frac{\sinh\kappa(a/2-x)}{\sinh(\kappa a/2)} .$$

So $V'(0^+) = U\kappa$ and $V'(a^-) = -U\kappa$: the potential has a cusp at each site. The cell integral of the periodic sum unfolds into one integral over the line, $V_G = -\frac Ua\int e^{-\kappa|x|}e^{-iGx}dx = -2U\kappa/[a(\kappa^2+G^2)]$. These are real and even in $G$, so all matrices are real symmetric.

For large $l$ the Bloch function $\psi_l$ at $k_0$ is close to one plane wave $e^{iKx}$ with $K = k_0+G$, because its admixture of a neighbour $K+G'$ is $V_{G'}$ over an energy difference of order $2bKG'$, which is $O(1/K)$. The phases $e^{ik_0x}$ cancel in $u_l^*u_n = \psi_l^*\psi_n$. With $g = V'\psi_n$, smooth inside the cell, integrate by parts:

$$V'_{ln}\approx\frac1a\int_0^ae^{-iKx}g\,dx = \frac1a\Big[\frac{e^{-iKx}g}{-iK}\Big]_{0^+}^{a^-} + \frac{1}{iKa}\int_0^ae^{-iKx}g'\,dx .$$

The last integral is $O(1/K)$ by a second integration by parts, so the last term is $O(K^{-2})$. In the boundary term, $e^{-iKa}\psi_n(a) = e^{-ik_0a}e^{ik_0a}\psi_n(0) = u_n(0)$, so the bracket is $u_n(0)(-U\kappa - U\kappa)/(-iK) = 2U\kappa u_n(0)/(iK)$. To leading order in $1/K$,

$$|V'_{ln}|\approx\frac{f}{|K_l|},\qquad f = \frac{2U\kappa|u_n(0)|}{a},\qquad E_l-E_n\approx bK_l^2 .$$

Choose $k_0 = \pi/2a$. The values $k_0+G$ are $\pi/2a,\,-3\pi/2a,\,5\pi/2a,\dots$, so $|K_l| = \pi(l-\tfrac12)/a$ and no free-electron levels are degenerate. The terms are $|W_{ln}|^2\approx4b^2f^2/(K_l^2\,b^2K_l^4) = 4f^2/K_l^6$ and $|W_{ln}|^2/(E_l-E_n)\approx4f^2/(bK_l^8)$. The points $|K_l|$ with $l>M$ are the midpoints of intervals of width $\pi/a$ that begin at $K = \pi M/a$, so $\sum_{l>M}\to\frac a\pi\int_K^\infty dK'$:

$$C\approx\frac{4f^2a}{7\pi b\,K^7},\qquad \frac{\|r\|^2}{q^2}\approx\frac{4f^2a}{5\pi K^5},\qquad \frac{\sin^2\varphi}{q^2}\approx\frac{4f^2a}{9\pi b^2K^9},\qquad K = \frac{\pi M}{a}.$$

For large $M$ and small $q$ in this model, the eigenvalue error falls as $M^{-7}$, the angle as $M^{-9/2}$ and the residual norm only as $M^{-5/2}$. One correction is easy to obtain. On a unit interval $\int F = F(\text{midpoint}) + F''/24+\dots$, so $\sum_{l>M}F(l-\frac12)\approx\int_M^\infty F + F'(M)/24$. For $F = x^{-8}$ the integral is $M^{-7}/7$ and $F'(M)/24 = -M^{-9}/3$, a relative correction of $-7/(3M^2)$ to $C$.

The same counting for a potential with $V_G\sim|G|^{-\sigma}$ gives $V'_{ln}\sim K^{1-\sigma}$, $W_{ln}\sim K^{-1-\sigma}$, $C\sim M^{-(2\sigma+3)}$ and $\|r\|\sim M^{-(\sigma+1/2)}$. This is a scaling argument, checked here only for the cusp, $\sigma=2$. It fails if $u_n$ vanishes at the singular point, since then $f=0$ and the next term leads.

### What a better start buys in the solver

The answer depends on the solver, so I take one that can be analysed, for band 1:

$$x\leftarrow x - B^{-1}(H-\rho)x,\qquad \rho = R(x),\qquad B = b(k+G)^2+s,$$

with $H = H(k)$, $s>0$, and normalization after each step. Write $E = E_1(k)$ and solve the generalized problem $(H-E)v_j = \mu_jBv_j$ with $\langle v_i|B|v_j\rangle = \delta_{ij}$, which exists because $B$ is positive definite. Since $H-E\ge0$, all $\mu_j\ge0$, and $\mu_0=0$ belongs to $v_0\propto u_1(k)$. Since $H-E-B = V-E-s$, all $\mu_j\le1$ if $\max V\le E+s$.

Expand $x = \sum_ja_jv_j$ with $a_j = \langle v_j|B|x\rangle$. One step is

$$x' = x - B^{-1}(H-E)x + (\rho-E)B^{-1}x .$$

By the weighted-overlap formula, $\rho-E$ is quadratic in the error of $x$, so near convergence the last term is dropped. Then $B^{-1}(H-E)v_j = \mu_jv_j$ gives $a_j' = (1-\mu_j)a_j$, and the residual after $t$ steps is

$$r_t\approx\frac{1}{|a_0|\,\|v_0\|}\sum_{j\ge1}a_j\,\mu_j(1-\mu_j)^t\,Bv_j ,$$

where the prefactor is the normalization of the converged vector. At late times the slowest mode dominates and $\|r_t\|\propto|a_1|\gamma^t$ with $\gamma = \max_{j\ge1}|1-\mu_j|$, which is $1-\mu_1$ when all $\mu_j\le1$. If that regime is reached before the tolerance $\tau$, the count is $t = \ln(\text{const}\cdot|a_1|/\tau)/\ln(1/\gamma)$.

The amplitudes of a Ritz start follow from $\mu_j\langle v_j|B = \langle v_j|(H-E)$:

$$\mu_ja_j = \langle v_j|(H-E)|y_1\rangle = \langle v_j|r\rangle + (\theta_1-E)\langle v_j|y_1\rangle = q\,\langle Qv_j|W|y_1\rangle + O(q^2).$$

Two things follow. At fixed target $k$ the modes $v_j$ and $\gamma$ are fixed, $a_1$ is linear in $q$ to leading order, and dividing the step by a factor $\lambda$ saves $\ln\lambda/\ln(1/\gamma)$ iterations, provided the slowest mode dominates before the tolerance is reached. A start so good that faster modes still dominate at the end saves less. The gain from a finer mesh is logarithmic. Second, the first-order part of $a_1$ sees only $Qv_1$, the component of the slowest mode in the discarded bands, so $|a_1|$ is governed by $\|Qv_1\|\,\|r\|$ and not by $\|r\|$ alone. A mode close to one plane wave of kinetic energy $T$ has, as a diagonal estimate, $1-\mu\approx(s+E-V_0)/(T+s)$, which is small for large $T$. On this estimate the slow mode is made of low plane waves and the discarded bands consist mostly of fast modes, so a larger $M$ should save more iterations than the drop in the starting residual suggests.

The Ritz values are upper bounds whose error is generally quadratic in the step while the residual is linear, and the analysis gives their large-$M$ decay for the test potential and a logarithmic iteration saving for smaller steps. What remains is to check these results against numbers, including the expected extra saving from a larger $M$, and to state where the formulas stop applying.
